**Shear splitting of the zone-centre optical phonon in a diamond lattice**

For equal tensor shears $s$ on the three cubic planes, the squared frequency shifts by $4rs$ for the mode along [111] and by $-2rs$ for the two perpendicular modes, where $r$ is defined by $K_{xy}=2r\,\varepsilon_{xy}$ and $K$ is the first-order change of the squared-frequency matrix. The program averages random tensors over the 24 operations that preserve the bonds and asserts that three independent constants remain. It then relaxes a bond model numerically and asserts that the value of $r$ from a single-plane shear predicts the response to three equal shears; the printed ratios are 4.00001 and -2.00000. Further assertions cover the model's formula for $r$, the quadratic size of the remainder, the strains of a (111) film and its Raman polarization weights. For a film with rough silicon constants under 1 GPa of equibiaxial tension, the output places the singlet at 517.7 cm⁻¹ and the doublet at 515.4 cm⁻¹. The largest estimated error in the splitting is second-order strain, which in the bond model changes it by about 0.24 cm⁻¹.

## Numerical check

```python
# Result under test: for tensor shears eps_yz = eps_zx = eps_xy = s, the
# zone-centre optical phonon of a diamond crystal has squared-frequency shifts
# 4 r s (displacement along [111]) and -2 r s (two perpendicular modes).
# p, q, r: K_xx = p eps_xx + q (eps_yy + eps_zz), K_xy = 2 r eps_xy,
# K = first-order change of the squared-frequency matrix, in units of w0^2.
# Bond model: bond length 1, stretching alpha, bending beta, cubic term G.
import itertools
import numpy as np
import sympy as sp

rng = np.random.default_rng(4)
identity = np.eye(3)
normal = np.ones(3) / np.sqrt(3)
tangent1 = np.array([1, -1, 0]) / np.sqrt(2)
tangent2 = np.cross(normal, tangent1)
equal_shear = np.ones((3, 3)) - identity
bond_signs = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])


def pqr_matrix(p, q, r, strain):
    """First-order squared-frequency change for a general strain."""
    diagonal = np.diag(strain)
    result = 2 * r * (strain - np.diag(diagonal))
    return result + np.diag(p * diagonal + q * (diagonal.sum() - diagonal))


# --- Symmetry: average random tensors over operations that keep the bonds ---
bond_set = {tuple(b) for b in bond_signs}
operations = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product([1, -1], repeat=3):
        op = np.diag(signs) @ np.eye(3, dtype=int)[list(perm)]
        if {tuple(op @ b) for b in bond_signs} == bond_set:
            operations.append(op.astype(float))
assert len(operations) == 24
averaged = []
for _ in range(8):
    t = rng.normal(size=(3, 3, 3, 3))
    t = t + t.transpose(1, 0, 2, 3)
    t = t + t.transpose(0, 1, 3, 2)
    mean = sum(np.einsum('ia,jb,kc,ld,abcd->ijkl', o, o, o, o, t,
                         optimize=True) for o in operations) / 24
    averaged.append(mean)
    change = np.einsum('ijkl,kl->ij', mean, equal_shear)
    r_tensor = mean[0, 1, 0, 1]
    expected = np.sort([4 * r_tensor, -2 * r_tensor, -2 * r_tensor])
    assert np.allclose(np.linalg.eigvalsh(change), expected, atol=1e-11)
constant_count = np.linalg.matrix_rank(
    np.array([a.ravel() for a in averaged]), tol=1e-10)
assert constant_count == 3

# --- Bond model: energy per cell as a function of strain and displacement ---
alpha, beta, cubic = 1.0, 0.3, -0.9
u_sym = sp.symbols('ux uy uz')
e_sym = sp.symbols('exx eyy ezz eyz exz exy')
exx, eyy, ezz, eyz, exz, exy = e_sym
deform = sp.eye(3) + sp.Matrix([[exx, exy, exz], [exy, eyy, eyz],
                                [exz, eyz, ezz]])
bonds = [deform * sp.Matrix([float(c) / np.sqrt(3) for c in b])
         + sp.Matrix(u_sym) for b in bond_signs]
energy = 0
for b in bonds:
    stretch = b.dot(b) - 1
    energy += 3 * alpha / 8 * stretch**2 + cubic * stretch**3
for b1, b2 in itertools.combinations(bonds, 2):
    # each angle occurs once at each of the two atoms of the cell
    energy += 2 * 3 * beta / 8 * (b1.dot(b2) + sp.Rational(1, 3))**2
gradient_sym = [sp.diff(energy, u) for u in u_sym]
hessian_sym = [[sp.diff(g, u) for u in u_sym] for g in gradient_sym]
gradient = sp.lambdify(u_sym + e_sym, gradient_sym, 'numpy')
hessian = sp.lambdify(u_sym + e_sym, hessian_sym, 'numpy')
hessian0 = np.array(hessian(*([0.0] * 9)), float)
assert np.allclose(hessian0, 4 * (alpha + beta) * identity, atol=1e-10)


def lattice_change(strain, relax=True):
    """Change of squared-frequency matrix / w0^2, and sublattice shift."""
    comps = [strain[0, 0], strain[1, 1], strain[2, 2],
             strain[1, 2], strain[0, 2], strain[0, 1]]
    u = np.zeros(3)
    if relax:
        for _ in range(12):
            u = u - np.linalg.solve(np.array(hessian(*u, *comps), float),
                                    np.array(gradient(*u, *comps), float))
        assert np.max(np.abs(gradient(*u, *comps))) < 1e-12
    h = np.array(hessian(*u, *comps), float)
    return h / hessian0[0, 0] - identity, u


def lattice_slope(strain, relax=True, step=1e-4):
    plus, u_plus = lattice_change(step * strain, relax)
    minus, u_minus = lattice_change(-step * strain, relax)
    return (plus - minus) / (2 * step), (u_plus - u_minus) / (2 * step)


single_shear = np.zeros((3, 3))
single_shear[0, 1] = single_shear[1, 0] = 1
slope_single, u_single = lattice_slope(single_shear)
r_model = slope_single[0, 1] / 2
r_clamped = lattice_slope(single_shear, relax=False)[0][0, 1] / 2
zeta = (alpha - beta) / (alpha + beta)
r_formula = 1 + 16 * cubic * (1 - zeta) / (3 * (alpha + beta))
assert abs(r_model - r_formula) < 1e-4
assert np.allclose(u_single, [0, 0, -2 * zeta / np.sqrt(3)], atol=1e-4)
assert abs(r_clamped - r_model) > 0.5

slope_111, _ = lattice_slope(equal_shear)
singlet_slope = normal @ slope_111 @ normal
doublet_slopes = [t @ slope_111 @ t for t in (tangent1, tangent2)]
assert np.allclose(slope_111 @ normal, singlet_slope * normal, atol=1e-6)
assert abs(singlet_slope - 4 * r_model) < 1e-4
assert np.allclose(doublet_slopes, -2 * r_model, atol=1e-4)

slope_xx, _ = lattice_slope(np.diag([1.0, 0.0, 0.0]))
p_model, q_model = slope_xx[0, 0], slope_xx[1, 1]
random_strain = rng.normal(size=(3, 3))
random_strain = (random_strain + random_strain.T) / 2
assert np.allclose(lattice_slope(random_strain)[0],
                   pqr_matrix(p_model, q_model, r_model, random_strain),
                   atol=1e-4)
remainders = [np.linalg.norm(lattice_change(s * equal_shear)[0]
                             - s * slope_111) for s in (5e-4, 2.5e-4)]
remainder_ratio = remainders[0] / remainders[1]
assert abs(remainder_ratio - 4) < 0.3

# --- Worked film: rough typical silicon constants, (111) film in tension ---
w0 = 520.0                       # cm^-1
p, q, r = -1.8, -2.3, -0.7       # in units of w0^2
c11, c12, c44 = 166.0, 64.0, 80.0  # GPa
stress = 1.0                     # GPa
stress_tensor = stress * (identity - np.outer(normal, normal))
elastic = np.zeros((6, 6))
elastic[:3, :3] = c12
elastic[range(3), range(3)] = c11
elastic[range(3, 6), range(3, 6)] = c44
pairs = [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]
voigt = np.linalg.solve(elastic, [stress_tensor[i, j] for i, j in pairs])
film_strain = np.zeros((3, 3))
for k, (i, j) in enumerate(pairs):
    film_strain[i, j] = film_strain[j, i] = voigt[k] / (1 if k < 3 else 2)
s = -stress / (6 * c44)
e = 2 * stress / (3 * (c11 + 2 * c12))
assert np.allclose(film_strain, e * identity + s * equal_shear, atol=1e-14)
in_plane = tangent1 @ film_strain @ tangent1
out_of_plane = normal @ film_strain @ normal

common_sq = (p + 2 * q) * e
singlet_sq, doublet_sq = 4 * r * s, -2 * r * s
film_eigen = np.linalg.eigvalsh(pqr_matrix(p, q, r, film_strain))
assert np.allclose(film_eigen, np.sort([common_sq + singlet_sq,
                                        common_sq + doublet_sq,
                                        common_sq + doublet_sq]), atol=1e-13)
shear_singlet = w0 * singlet_sq / 2
shear_doublet = w0 * doublet_sq / 2
common_shift = w0 * common_sq / 2
line_singlet = w0 * np.sqrt(1 + common_sq + singlet_sq)
line_doublet = w0 * np.sqrt(1 + common_sq + doublet_sq)
root_error_singlet = line_singlet - (w0 + common_shift + shear_singlet)
root_error_doublet = line_doublet - (w0 + common_shift + shear_doublet)
assert max(abs(root_error_singlet), abs(root_error_doublet)) < 0.05

# --- Raman weights in normal-incidence backscattering from (111) ---
raman = np.zeros((3, 3, 3))
for k in range(3):
    i, j = [m for m in range(3) if m != k]
    raman[k, i, j] = raman[k, j, i] = 1


def raman_weights(e_in, e_out):
    amplitude = np.einsum('i,kij,j->k', e_out, raman, e_in)
    return (np.dot(amplitude, normal)**2,
            np.dot(amplitude, tangent1)**2 + np.dot(amplitude, tangent2)**2)


for angle in rng.uniform(0, 2 * np.pi, 5):
    e_in = np.cos(angle) * tangent1 + np.sin(angle) * tangent2
    parallel = raman_weights(e_in, e_in)
    crossed = raman_weights(e_in, np.cross(normal, e_in))
    assert np.allclose(parallel, [1 / 3, 2 / 3], atol=1e-12)
    assert np.allclose(crossed, [0, 2 / 3], atol=1e-12)
centroid_parallel = np.dot(parallel, [line_singlet, line_doublet]) / sum(parallel)
centroid_crossed = np.dot(crossed, [line_singlet, line_doublet]) / sum(crossed)
polarization_difference = centroid_parallel - centroid_crossed
# remaining difference comes from the linearized square root
assert abs(polarization_difference - w0 * r * s) < 0.02

# --- Size of neglected effects for this film ---
film_full, _ = lattice_change(film_strain)
film_slope, _ = lattice_slope(film_strain / np.linalg.norm(film_strain))
second_order = film_full - film_slope * np.linalg.norm(film_strain)
second_singlet = w0 / 2 * normal @ second_order @ normal
second_doublet = w0 / 2 * tangent1 @ second_order @ tangent1
wavelength, index, cell = 532.0, 4.1, 0.543   # nm, rough index, nm
branch_width = 100.0                        # cm^-1, rough, centre to L
phonon_q = 4 * np.pi * index / wavelength
zone_q = np.sqrt(3) * np.pi / cell
dispersion = -branch_width * np.sin(np.pi / 2 * phonon_q / zone_q)**2
heating, thermal_slope = 10.0, -0.02        # K, rough cm^-1 per K
linewidth = 3.0                             # cm^-1, rough

print(f"independent constants allowed by symmetry: {constant_count}")
print(f"bond model alpha, beta, G (alpha=1, d=1): {alpha}, {beta}, {cubic}")
print(f"bond model zeta: {zeta:.4f}")
print(f"bond model r/w0^2, relaxed, numerical: {r_model:.5f}")
print(f"bond model r/w0^2, formula: {r_formula:.5f}")
print(f"bond model r/w0^2, sublattices held: {r_clamped:.5f}")
print(f"bond model singlet slope / w0^2: {singlet_slope:.5f}")
print(f"bond model doublet slope / w0^2: {doublet_slopes[0]:.5f}")
print(f"singlet slope / r: {singlet_slope / r_model:.5f}")
print(f"doublet slope / r: {doublet_slopes[0] / r_model:.5f}")
print(f"remainder ratio when s is halved: {remainder_ratio:.3f}")
print(f"film w0: {w0:.1f} cm^-1")
print(f"film p, q, r (units of w0^2): {p}, {q}, {r}")
print(f"film c11, c12, c44: {c11:.0f}, {c12:.0f}, {c44:.0f} GPa")
print(f"film equibiaxial stress: {stress:.1f} GPa")
print(f"tensor shear strain s: {s:.4e}")
print(f"cubic normal strain e: {e:.4e}")
print(f"in-plane strain: {in_plane:.4e}")
print(f"out-of-plane strain: {out_of_plane:.4e}")
print(f"4rs / w0^2: {singlet_sq:.4e}")
print(f"-2rs / w0^2: {doublet_sq:.4e}")
print(f"(p+2q)e / w0^2: {common_sq:.4e}")
print(f"shear shift of singlet: {shear_singlet:.3f} cm^-1")
print(f"shear shift of doublet: {shear_doublet:.3f} cm^-1")
print(f"first-order splitting: {shear_singlet - shear_doublet:.3f} cm^-1")
print(f"common shift from normal strains: {common_shift:.3f} cm^-1")
print(f"singlet line position: {line_singlet:.3f} cm^-1")
print(f"doublet line position: {line_doublet:.3f} cm^-1")
print(f"splitting with full square roots: {line_singlet - line_doublet:.3f} cm^-1")
print(f"parallel weights singlet, doublet: {parallel[0]:.4f}, {parallel[1]:.4f}")
print(f"crossed weights singlet, doublet: {abs(crossed[0]):.4f}, {crossed[1]:.4f}")
print(f"parallel centroid: {centroid_parallel:.3f} cm^-1")
print(f"crossed centroid: {centroid_crossed:.3f} cm^-1")
print(f"parallel minus crossed: {polarization_difference:.3f} cm^-1")
print(f"rs/w0 first-order difference: {w0 * r * s:.3f} cm^-1")
print(f"rough linewidth: {linewidth:.1f} cm^-1")
print(f"square-root error, singlet: {root_error_singlet:.4f} cm^-1")
print(f"square-root error, doublet: {root_error_doublet:.4f} cm^-1")
print(f"second-order strain, singlet (model): {second_singlet:.4f} cm^-1")
print(f"second-order strain, doublet (model): {second_doublet:.4f} cm^-1")
print(f"laser wavelength, rough index: {wavelength:.0f} nm, {index}")
print(f"rough cell length: {cell} nm")
print(f"rough branch width: {branch_width:.0f} cm^-1")
print(f"phonon wavevector: {phonon_q:.4f} nm^-1")
print(f"zone-edge wavevector along [111]: {zone_q:.3f} nm^-1")
print(f"finite-wavevector shift estimate: {dispersion:.4f} cm^-1")
print(f"assumed heating: {heating:.0f} K")
print(f"rough thermal slope: {thermal_slope} cm^-1/K")
print(f"common thermal shift: {heating * thermal_slope:.2f} cm^-1")
print("all good")
```

It prints:

```
independent constants allowed by symmetry: 3
bond model alpha, beta, G (alpha=1, d=1): 1.0, 0.3, -0.9
bond model zeta: 0.5385
bond model r/w0^2, relaxed, numerical: -0.70414
bond model r/w0^2, formula: -0.70414
bond model r/w0^2, sublattices held: -2.69231
bond model singlet slope / w0^2: -2.81657
bond model doublet slope / w0^2: 1.40829
singlet slope / r: 4.00001
doublet slope / r: -2.00000
remainder ratio when s is halved: 4.010
film w0: 520.0 cm^-1
film p, q, r (units of w0^2): -1.8, -2.3, -0.7
film c11, c12, c44: 166, 64, 80 GPa
film equibiaxial stress: 1.0 GPa
tensor shear strain s: -2.0833e-03
cubic normal strain e: 2.2676e-03
in-plane strain: 4.3509e-03
out-of-plane strain: -1.8991e-03
4rs / w0^2: 5.8333e-03
-2rs / w0^2: -2.9167e-03
(p+2q)e / w0^2: -1.4512e-02
shear shift of singlet: 1.517 cm^-1
shear shift of doublet: -0.758 cm^-1
first-order splitting: 2.275 cm^-1
common shift from normal strains: -3.773 cm^-1
singlet line position: 517.739 cm^-1
doublet line position: 515.449 cm^-1
splitting with full square roots: 2.290 cm^-1
parallel weights singlet, doublet: 0.3333, 0.6667
crossed weights singlet, doublet: 0.0000, 0.6667
parallel centroid: 516.212 cm^-1
crossed centroid: 515.449 cm^-1
parallel minus crossed: 0.763 cm^-1
rs/w0 first-order difference: 0.758 cm^-1
rough linewidth: 3.0 cm^-1
square-root error, singlet: -0.0049 cm^-1
square-root error, doublet: -0.0199 cm^-1
second-order strain, singlet (model): 0.0803 cm^-1
second-order strain, doublet (model): -0.1618 cm^-1
laser wavelength, rough index: 532 nm, 4.1
rough cell length: 0.543 nm
rough branch width: 100 cm^-1
phonon wavevector: 0.0968 nm^-1
zone-edge wavevector along [111]: 10.021 nm^-1
finite-wavevector shift estimate: -0.0230 cm^-1
assumed heating: 10 K
rough thermal slope: -0.02 cm^-1/K
common thermal shift: -0.20 cm^-1
all good
```
